# The Position Operator in a Hydrogenic Shell and the Runge-Lenz Vector: a numerical check

```python
# Result under test, for H = p^2/2 - Z/r in Hartree atomic units:
#     P r P = -(3 n / (2 Z)) K P,     K = (n/Z) A,
#     A = (p x L - L x p)/2 - Z r/|r|   (classically towards the pericentre),
# where P projects on the shell with energy E = -Z^2/(2 n^2).
# The proof rests on i[H,G] = 2(H r + r H) - 3 A, with
#     G_k = (F_kj p_j + p_j F_kj)/2,  F_kj = 2 r^2 delta_kj - r_k r_j.
# Symbols: x, y, z Cartesian coordinates, s = |r|, L angular momentum,
# a semi-major axis and e eccentricity of the classical orbit.
import math
from functools import lru_cache

import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

x, y, z = sp.symbols("x y z", real=True)
s = sp.symbols("s", positive=True)
X = (x, y, z)


class CoulombOperators:
    """Operators acting on u*w, returning the new factor in front of w.

    log_gradient is the gradient of log(w) for the fixed weight w.
    """

    def __init__(self, charge, log_gradient):
        self.charge = charge
        self.log_gradient = log_gradient

    def p(self, j, u):
        slope = sp.diff(u, X[j]) + X[j] / s * sp.diff(u, s)
        return sp.expand(-sp.I * (slope + self.log_gradient[j] * u))

    def L(self, k, u):
        a, b = (k + 1) % 3, (k + 2) % 3
        return sp.expand(X[a] * self.p(b, u) - X[b] * self.p(a, u))

    def p_squared(self, u):
        return sp.expand(sum(self.p(j, self.p(j, u)) for j in range(3)))

    def H(self, u):
        return sp.expand(self.p_squared(u) / 2 - self.charge * u / s)

    def A(self, k, u):
        a, b = (k + 1) % 3, (k + 2) % 3
        p_cross_L = self.p(a, self.L(b, u)) - self.p(b, self.L(a, u))
        L_cross_p = self.L(a, self.p(b, u)) - self.L(b, self.p(a, u))
        return sp.expand((p_cross_L - L_cross_p) / 2
                         - self.charge * X[k] * u / s)

    def G(self, k, u):
        total = 0
        for j in range(3):
            F = (2 * s**2 if j == k else 0) - X[k] * X[j]
            total += (F * self.p(j, u) + self.p(j, sp.expand(F * u))) / 2
        return sp.expand(total)


def is_zero(u):
    """Exact zero test using z^2 = s^2 - x^2 - y^2."""
    poly = sp.Poly(sp.expand(u * s**12), z)
    normal = sum(c * (s**2 - x**2 - y**2)**(k // 2) * z**(k % 2)
                 for (k,), c in poly.terms())
    return sp.expand(normal) == 0


# --- Operator identities, on a plane wave with arbitrary wave vector.
# The definitions are cyclic in x, y, z, so one component is enough.
wave = sp.symbols("k_x k_y k_z", real=True)
Z_symbol = sp.symbols("Z", positive=True)
op = CoulombOperators(Z_symbol, [sp.I * q for q in wave])
one = sp.Integer(1)
H_one = op.H(one)
A_one = [op.A(k, one) for k in range(3)]

commutator = sp.I * (op.H(op.G(2, one)) - op.G(2, H_one))
assert is_zero(commutator - 2 * (op.H(z) + z * H_one) + 3 * A_one[2])
assert is_zero(op.H(A_one[2]) - op.A(2, H_one))
r_dot_p = sum(X[j] * op.p(j, one) for j in range(3))
short_form = (z * op.p_squared(one) - op.p(2, sp.expand(r_dot_p))
              - Z_symbol * z / s)
assert is_zero(short_form - A_one[2])
assert is_zero(sum(op.L(k, A_one[k]) for k in range(3)))
assert is_zero(op.A(0, A_one[1]) - op.A(1, A_one[0])
               + 2 * sp.I * op.H(op.L(2, one)))


# --- Shell matrices from explicit wavefunctions.
def terms(u):
    """List of (powers of x, y, z, s; coefficient)."""
    shift = 10
    poly = sp.Poly(sp.expand(u * s**shift), x, y, z, s)
    return [((a, b, c, d - shift), complex(coef))
            for (a, b, c, d), coef in poly.terms() if coef != 0]


@lru_cache(maxsize=None)
def moment(a, b, c, d, decay):
    """Integral over space of x^a y^b z^c s^d exp(-decay*s)."""
    if a % 2 or b % 2 or c % 2:
        return 0.0
    angular = (2 * math.gamma((a + 1) / 2) * math.gamma((b + 1) / 2)
               * math.gamma((c + 1) / 2) / math.gamma((a + b + c + 3) / 2))
    power = a + b + c + d + 3
    return angular * math.gamma(power) / decay**power


def inner(f, g, decay):
    return sum(cf.conjugate() * cg
               * moment(*(i + j for i, j in zip(ef, eg)), decay)
               for ef, cf in f for eg, cg in g)


def shell(n, charge, components):
    """Labels (l,m), matrices of r and A, and full <z^2> of each state."""
    kappa = sp.Rational(charge, n)
    decay = float(2 * kappa)
    ops = CoulombOperators(charge, [-kappa * q / s for q in X])
    energy = -sp.Rational(charge**2, 2 * n**2)
    t = sp.symbols("t")
    labels, functions = [], []
    for l in range(n):
        radial = sp.assoc_laguerre(n - l - 1, 2 * l + 1, 2 * kappa * s)
        for m in range(-l, l + 1):
            w = abs(m)
            polar = sp.diff(sp.legendre(l, t), t, w).subs(t, z / s)
            azimuthal = (x + (1 if m >= 0 else -1) * sp.I * y)**w
            u = sp.expand(radial * azimuthal * s**(l - w) * polar)
            assert is_zero(ops.H(u) - energy * u)
            labels.append((l, m))
            functions.append(u)
    bras = [terms(u) for u in functions]
    norm = np.array([math.sqrt(inner(f, f, decay).real) for f in bras])
    scale = np.outer(norm, norm)

    def matrix(kets):
        return np.array([[inner(f, g, decay) for g in kets]
                         for f in bras]) / scale

    assert np.allclose(matrix(bras), np.eye(n * n), atol=1e-10)
    position, runge_lenz = {}, {}
    for k in components:
        position[k] = matrix([terms(X[k] * u) for u in functions])
        kets = [terms(ops.A(k, u)) for u in functions]
        runge_lenz[k] = matrix(kets)
        # A keeps each state inside the shell: no norm is lost.
        full = np.array([inner(g, g, decay).real for g in kets]) / norm**2
        kept = np.sum(abs(runge_lenz[k])**2, axis=0)
        assert np.allclose(full, kept, atol=1e-9)
    z_kets = [terms(z * u) for u in functions]
    z_square = np.array([inner(g, g, decay).real for g in z_kets]) / norm**2
    return labels, position, runge_lenz, z_square


saved = {}
for n, charge, components in ((2, 1, (0, 1, 2)), (3, 2, (0, 1, 2)),
                              (4, 3, (2,))):
    labels, R, A, z_square = shell(n, charge, components)
    factor = 3 * n / (2 * charge)
    for k in components:
        assert np.allclose(R[k], -factor * (n / charge) * A[k], atol=1e-9)
    expected = sorted(factor * q for q in range(1 - n, n)
                      for _ in range(n - abs(q)))
    spectrum = np.linalg.eigvalsh(R[2])
    assert np.allclose(spectrum, expected, atol=1e-9)
    if len(components) == 3:
        L_z = np.diag([m for _, m in labels])
        coordinate_commutator = R[0] @ R[1] - R[1] @ R[0]
        assert np.allclose(coordinate_commutator, 1j * factor**2 * L_z,
                           atol=1e-9)
        saved[n] = (labels, R, A, z_square, spectrum, coordinate_commutator)

# --- Classical orbit with the energy of the example shell.
n, charge, eccentricity = 3, 2, 0.6
semi_major = n**2 / charge
period = 2 * math.pi * math.sqrt(semi_major**3 / charge)
far = semi_major * (1 + eccentricity)
speed = math.sqrt(charge * (1 - eccentricity) / far)
r_start = np.array([-far, 0.0, 0.0])
p_start = np.array([0.0, -speed, 0.0])


def motion(_, state):
    r, p = state[:3], state[3:6]
    return np.concatenate((p, -charge * r / np.linalg.norm(r)**3, r))


orbit = solve_ivp(motion, (0, period),
                  np.concatenate((r_start, p_start, np.zeros(3))),
                  method="DOP853", rtol=1e-11, atol=1e-12,
                  t_eval=np.linspace(0, period, 2001))
assert orbit.success
mean_r = orbit.y[6:, -1] / period
E_orbit = p_start @ p_start / 2 - charge / far
A_orbit = (np.cross(p_start, np.cross(r_start, p_start))
           - charge * r_start / far)
assert abs(E_orbit + charge**2 / (2 * n**2)) < 1e-12
assert np.allclose(orbit.y[:6, -1], np.concatenate((r_start, p_start)),
                   atol=1e-7)
assert np.allclose(mean_r, 3 * A_orbit / (4 * E_orbit), atol=1e-7)
assert np.allclose(mean_r, -1.5 * semi_major * A_orbit / charge, atol=1e-7)
radii = np.linalg.norm(orbit.y[:3], axis=0)
nearest = orbit.y[:3, np.argmin(radii)]
alignment = nearest @ A_orbit / (radii.min() * np.linalg.norm(A_orbit))
assert abs(alignment - 1) < 1e-7

# --- Worked example.
labels, R, A, z_square, spectrum, coordinate_commutator = saved[n]
i_s, i_p, i_d = (labels.index((l, 0)) for l in range(3))
K_z = n / charge * A[2]
kept_square = np.sum(abs(R[2][:, i_s])**2)
assert z_square[i_s] > kept_square + 1
i_top = labels.index((2, 2))
bohr_pm = physical_constants["Bohr radius"][0] * 1e12

print(f"Nuclear charge Z: {charge}")
print(f"Shell n: {n}")
print(f"Shell energy: {-charge**2 / (2 * n**2):.6f} hartree")
print(f"Predicted factor 3n/(2Z): {3 * n / (2 * charge):.4f} bohr")
print(f"<3s|z|3p0>: {R[2][i_s, i_p].real:.6f} bohr")
print(f"<3s|K_z|3p0>: {K_z[i_s, i_p].real:.6f} (dimensionless)")
print(f"Ratio z/K_z, 3s-3p0: {(R[2][i_s, i_p] / K_z[i_s, i_p]).real:.6f} bohr")
print(f"<3p0|z|3d0>: {R[2][i_p, i_d].real:.6f} bohr")
print(f"<3p0|K_z|3d0>: {K_z[i_p, i_d].real:.6f} (dimensionless)")
print(f"Ratio z/K_z, 3p0-3d0: {(R[2][i_p, i_d] / K_z[i_p, i_d]).real:.6f} bohr")
print("Eigenvalues of projected z, in bohr:")
print("  " + ", ".join(f"{round(v, 6) + 0.0:.4f}" for v in spectrum))
print(f"Largest eigenvalue of projected z: {spectrum[-1]:.6f} bohr")
print(f"The same length: {spectrum[-1] * bohr_pm:.2f} pm")
top_A = np.linalg.eigvalsh(A[2])[-1] / charge
print(f"Largest eigenvalue of A_z/Z: {top_A:.6f} (dimensionless)")
print(f"Full <z^2> in 3s: {z_square[i_s]:.6f} bohr^2")
print(f"Part of <z^2> kept in the shell: {kept_square:.6f} bohr^2")
print("Im <[PxP,PyP]> in the state l=2, m=2: "
      f"{coordinate_commutator[i_top, i_top].imag:.6f} bohr^2")
print(f"Classical semi-major axis a: {semi_major:.4f} bohr")
print(f"Classical eccentricity e: {eccentricity:.4f} (dimensionless)")
print(f"Classical period: {period:.6f} atomic units of time")
print(f"Classical A_x: {A_orbit[0]:.6f} atomic units")
print(f"Pericentre x from the integrated orbit: {nearest[0]:.6f} bohr")
print(f"Time average of x from the integrated orbit: {mean_r[0]:.6f} bohr")
print(f"3A_x/(4E) for that orbit: {3 * A_orbit[0] / (4 * E_orbit):.6f} bohr")
print("checks complete")
```

Output:

```
Nuclear charge Z: 2
Shell n: 3
Shell energy: -0.222222 hartree
Predicted factor 3n/(2Z): 2.2500 bohr
<3s|z|3p0>: -3.674235 bohr
<3s|K_z|3p0>: 1.632993 (dimensionless)
Ratio z/K_z, 3s-3p0: -2.250000 bohr
<3p0|z|3d0>: -2.598076 bohr
<3p0|K_z|3d0>: 1.154701 (dimensionless)
Ratio z/K_z, 3p0-3d0: -2.250000 bohr
Eigenvalues of projected z, in bohr:
  -4.5000, -2.2500, -2.2500, 0.0000, 0.0000, 0.0000, 2.2500, 2.2500, 4.5000
Largest eigenvalue of projected z: 4.500000 bohr
The same length: 238.13 pm
Largest eigenvalue of A_z/Z: 0.666667 (dimensionless)
Full <z^2> in 3s: 17.250000 bohr^2
Part of <z^2> kept in the shell: 13.500000 bohr^2
Im <[PxP,PyP]> in the state l=2, m=2: 10.125000 bohr^2
Classical semi-major axis a: 4.5000 bohr
Classical eccentricity e: 0.6000 (dimensionless)
Classical period: 42.411501 atomic units of time
Classical A_x: 1.200000 atomic units
Pericentre x from the integrated orbit: 1.800000 bohr
Time average of x from the integrated orbit: -4.050000 bohr
3A_x/(4E) for that orbit: -4.050000 bohr
checks complete
```
